\section*{Lateral Screening Length of a Thin Gated Channel at a Contact}

\section{A slab without an interface}

A flat gate lies at the bottom of a uniform dielectric slab of thickness $T$. The gate is held at zero potential, and no normal field crosses the top face. At one end of the slab a metal contact imposes some other potential. How far along the slab is the contact felt?

Let $x$ run along the slab away from the contact and let $s$ be the height above the gate. Without charge the potential obeys Laplace's equation. Try $\phi=e^{-kx}f(s)$. The $x$ derivatives give $+k^2\phi$, so $f''=-k^2f$. The gate requires $f(0)=0$, hence $f=\sin ks$. The top requires $f'(T)=k\cos kT=0$, whose smallest positive solution is $k=\pi/(2T)$. The slowest decay length is therefore
\begin{equation}
\lambda=\frac1k=\frac{2T}{\pi}.
\label{eq:slab}
\end{equation}
The gate screens the contact over a distance comparable with the slab thickness.

Now call the lower part of the slab, of thickness $t_o$, the oxide and the upper part, of thickness $t_c$, the channel. Nothing physical has changed, so $\lambda=2(t_c+t_o)/\pi$ depends on the sum of the thicknesses. The formula to be derived,
\begin{equation}
\lambda_0=\sqrt{\frac{\varepsilon_c}{\varepsilon_o}\,t_c\,t_o},
\label{eq:lam0}
\end{equation}
depends on their product, and for equal permittivities it gives $\sqrt{t_ct_o}$. With $t_c=3$ nm and $t_o=2$ nm the true length is $3.18$ nm and the formula gives $2.45$ nm. Equation \eqref{eq:lam0} is thus not a general law. It is the leading term when the channel permittivity $\varepsilon_c$ is much larger than the oxide permittivity $\varepsilon_o$ and the thicknesses are not too unequal.

\section{The model}

Let the oxide occupy $-t_o<y<0$ and the channel $0<y<t_c$. The gate at $y=-t_o$ has the effective potential $V_g$, which includes the work-function offset. Potentials are measured from that of the contact, which holds the channel edge $x=0$ at $\phi=0$. SI equations are used, with lengths in nanometres; $\varepsilon_c$ and $\varepsilon_o$ are absolute permittivities, of which mostly the ratio matters.

The top face has $\partial_y\phi=0$. This holds by symmetry on the mid-plane of a channel between two identical gates, in which case $t_c$ is half the channel thickness. For a single gate it is an idealization that neglects field escaping upward. If a thick layer of vacuum or insulator lies above the channel, that field decays more slowly than the result derived here and dominates far from the contact. The effect sets in within a few decay lengths: with the parameters of the worked example below, the apparent decay length between $10$ and $25$ nm rises from $5.3$ nm to $7$--$8$ nm with vacuum above the channel and to $10$--$12$ nm with a thick cover of relative permittivity $4$, depending on the height of the contact.

The channel contains a uniform fixed charge density $\rho$, such as ionized donors, and no mobile carriers. This describes a depleted channel in the off state. The oxide and the interface carry no charge. Then
\begin{equation}
\varepsilon_c(\partial_x^2\phi+\partial_y^2\phi)=-\rho\quad\text{(channel)},\qquad
\partial_x^2\phi+\partial_y^2\phi=0\quad\text{(oxide)},
\label{eq:poisson}
\end{equation}
and both $\phi$ and $\varepsilon\,\partial_y\phi$ are continuous at $y=0$.

\section{First derivation: balance of flux}

Define the thickness average
\begin{equation}
\bar\phi(x)=\frac1{t_c}\int_0^{t_c}\phi(x,y)\,dy .
\end{equation}
Integrate the channel equation over $y$. The limits do not depend on $x$, so the first term becomes $\varepsilon_ct_c\bar\phi''$. The second is a total derivative:
\begin{equation}
\int_0^{t_c}\partial_y^2\phi\,dy=\partial_y\phi(t_c)-\partial_y\phi(0^+)=-\partial_y\phi(0^+).
\end{equation}
Hence, with no approximation so far,
\begin{equation}
\varepsilon_ct_c\bar\phi''-\varepsilon_c\,\partial_y\phi(0^+)=-\rho t_c .
\label{eq:balance}
\end{equation}

Two approximations close this equation. First, neglect the lateral variation of the field in the oxide. Then $\partial_y^2\phi=0$ there, and the potential rises linearly from $V_g$ to the interface value $\phi_s(x)$. Continuity of $\varepsilon\,\partial_y\phi$ gives
\begin{equation}
\varepsilon_c\,\partial_y\phi(0^+)=\varepsilon_o\,\partial_y\phi(0^-)=\frac{\varepsilon_o}{t_o}(\phi_s-V_g).
\end{equation}
Second, neglect the vertical potential drop within the channel, so that $\phi_s=\bar\phi$. Equation \eqref{eq:balance} becomes
\begin{equation}
\varepsilon_ct_c\bar\phi''-\frac{\varepsilon_o}{t_o}(\bar\phi-V_g)=-\rho t_c .
\end{equation}
Divide by $\varepsilon_ct_c$. The coefficient of $\bar\phi-V_g$ is then $\varepsilon_o/(\varepsilon_ct_ct_o)=1/\lambda_0^2$, and
\begin{equation}
\bar\phi''=\frac{\bar\phi-V_g}{\lambda_0^2}-\frac{\rho}{\varepsilon_c}
=\frac{\bar\phi-\phi_\infty}{\lambda_0^2},
\qquad
\phi_\infty=V_g+\frac{\rho\lambda_0^2}{\varepsilon_c}=V_g+\frac{\rho t_ct_o}{\varepsilon_o}.
\label{eq:oned}
\end{equation}
The difference $\bar\phi-\phi_\infty$ is a sum of $e^{-x/\lambda_0}$ and $e^{x/\lambda_0}$. In a long channel the growing part is excluded. The condition $\bar\phi(0)=0$ fixes the remaining coefficient as $-\phi_\infty$:
\begin{equation}
\bar\phi(x)=\phi_\infty\left(1-e^{-x/\lambda_0}\right).
\label{eq:profile}
\end{equation}

The length has a direct reading. Let $u_0$ be the potential disturbance at the contact, decaying as $u_0e^{-x/\lambda}$. Per unit width, the displacement flux that it sends into the channel is $\varepsilon_ct_cu_0/\lambda$. The flux that it loses to the gate is
\begin{equation}
\int_0^\infty\frac{\varepsilon_o}{t_o}u_0e^{-x/\lambda}\,dx=\frac{\varepsilon_o}{t_o}u_0\lambda .
\end{equation}
Equating the two gives $\lambda^2=(\varepsilon_ct_c)/(\varepsilon_o/t_o)=\lambda_0^2$. The numerator measures how well the channel carries flux sideways, and the denominator is the gate capacitance per area. A thicker channel carries more flux and a thinner oxide drains it sooner.

The same equation shows what mobile carriers would do. If the charge density responds to the local potential, $\rho=\rho(\bar\phi)$, linearize the first form of \eqref{eq:oned} about the long-channel value. The disturbance $u$ then obeys
\begin{equation}
u''=\left(\frac1{\lambda_0^2}-\frac1{\varepsilon_c}\frac{d\rho}{d\bar\phi}\right)u .
\end{equation}
Electrons in equilibrium gather where the potential is higher, so $d\rho/d\bar\phi<0$ and the decay length is shorter than with fixed charge. The fixed-charge result therefore belongs to the off state.

\section{Second derivation: the slowest transverse mode}

The two approximations can be avoided. First remove the charge by finding the potential $\psi(y)$ far from the contact. In the channel $\psi''=-\rho/\varepsilon_c$ and $\psi'(t_c)=0$, so $\psi'=\rho(t_c-y)/\varepsilon_c$. At the interface $\varepsilon_c\psi'(0^+)=\rho t_c$, and the constant slope in the oxide is $\rho t_c/\varepsilon_o$. Integrating upward from the gate gives, in the channel,
\begin{equation}
\psi(y)=V_g+\frac{\rho t_ct_o}{\varepsilon_o}+\frac{\rho}{\varepsilon_c}\left(t_cy-\frac{y^2}{2}\right).
\label{eq:far}
\end{equation}
The average of the bracket is $t_c^2/2-t_c^2/6=t_c^2/3$. The true average thus differs from $\phi_\infty$ by $\rho t_c^2/(3\varepsilon_c)$, the average rise above the interface potential, which the flux balance neglected.

The deviation $u=\phi-\psi$ obeys Laplace's equation in both layers, vanishes at the gate and has no normal derivative at the top. Set $u=e^{-kx}f(y)$. The same $k$ must appear in both layers, because the matching holds at every $x$. With $f''=-k^2f$ and the outer boundary conditions,
\begin{equation}
f=\cos k(t_c-y)\ \text{(channel)},\qquad f=A\sin k(y+t_o)\ \text{(oxide)} .
\end{equation}
The derivative in the channel is $+k\sin k(t_c-y)$. Matching $f$ and $\varepsilon f'$ at $y=0$ gives
\begin{align}
\cos kt_c&=A\sin kt_o,\\
\varepsilon_ck\sin kt_c&=\varepsilon_oAk\cos kt_o .
\end{align}
Dividing the second equation by the first removes $A$:
\begin{equation}
\tan(kt_c)\tan(kt_o)=\frac{\varepsilon_o}{\varepsilon_c}.
\label{eq:tan}
\end{equation}
While $k$ grows from zero until the larger of $kt_c$ and $kt_o$ reaches $\pi/2$, the left side rises steadily from zero to infinity. There is one root in this range, and it is the smallest. For $x>0$ a general deviation is a sum of such modes, since the transverse equation is a Sturm--Liouville problem. Far from the contact the smallest $k$ dominates, provided that the contact excites that mode.

If both $kt_c$ and $kt_o$ are small, use $\tan z=z+z^3/3+\dots$:
\begin{equation}
k^2t_ct_o\left[1+\frac{k^2}{3}(t_c^2+t_o^2)+\dots\right]=\frac{\varepsilon_o}{\varepsilon_c}.
\end{equation}
At leading order $k^2=\varepsilon_o/(\varepsilon_ct_ct_o)$, which is $\lambda=\lambda_0$ again. For the next order multiply by $\lambda^2\varepsilon_c/\varepsilon_o$, where $\lambda=1/k$:
\begin{equation}
\lambda^2=\lambda_0^2\left[1+\frac{t_c^2+t_o^2}{3\lambda^2}+\dots\right].
\end{equation}
In the correction $\lambda_0^2/\lambda^2$ may be replaced by one, the error being of higher order. Thus
\begin{equation}
\lambda^2=\lambda_0^2+\frac{t_c^2+t_o^2}{3}+O\!\left(\frac{t^4}{\lambda_0^2}\right),
\label{eq:corr}
\end{equation}
with $t$ the larger thickness.

\section{What the two derivations assume}

Both derivations use flat, uniform layers, a linear dielectric response, fixed charge and no normal field at the top. They differ in the treatment of the transverse structure. The flux balance replaces the cosine in the channel by a constant and the sine in the oxide by a straight line. The mode calculation keeps both functions.

Each replacement accounts for one term in \eqref{eq:corr}. Keep the cosine but make the oxide potential linear. Its slope at the interface is $f(0)/t_o$, so matching gives
\begin{equation}
k\tan kt_c=\frac{\varepsilon_o}{\varepsilon_ct_o}
\quad\Longrightarrow\quad
\lambda^2=\lambda_0^2+\frac{t_c^2}{3}+\dots
\end{equation}
by the same expansion. The term $t_c^2/3$ therefore comes from the vertical drop in the channel. Now keep the sine but make the channel potential constant across its thickness. The flux balance is $\varepsilon_ct_ck^2f(0)=\varepsilon_of'(0^-)$, with $f'(0^-)=k\cot(kt_o)f(0)$, so
\begin{equation}
k\tan kt_o=\frac{\varepsilon_o}{\varepsilon_ct_c}
\quad\Longrightarrow\quad
\lambda^2=\lambda_0^2+\frac{t_o^2}{3}+\dots
\end{equation}
The term $t_o^2/3$ comes from the lateral field in the oxide.

The conditions for the simple formula follow by inserting $k=1/\lambda_0$ into the requirements $(kt_c)^2\ll1$ and $(kt_o)^2\ll1$:
\begin{equation}
\frac{\varepsilon_o}{\varepsilon_c}\frac{t_c}{t_o}\ll1,\qquad
\frac{\varepsilon_o}{\varepsilon_c}\frac{t_o}{t_c}\ll1
\quad\Longleftrightarrow\quad
\frac{\varepsilon_o}{\varepsilon_c}\ll\frac{t_c}{t_o}\ll\frac{\varepsilon_c}{\varepsilon_o}.
\label{eq:window}
\end{equation}
A thin channel is not sufficient. If $t_c$ shrinks at fixed $t_o$, the second condition fails. In \eqref{eq:tan} $\tan kt_c$ then tends to zero, so $\tan kt_o$ must diverge, and $\lambda\to2t_o/\pi$. The oxide itself now carries the lateral flux, and the length stops shrinking with the channel. Since \eqref{eq:tan} is unchanged when $t_c$ and $t_o$ are exchanged, a thick channel on a very thin oxide has $\lambda\to2t_c/\pi$. There the oxide drop is negligible and the channel behaves as the slab of \eqref{eq:slab}.

Within this model the simple formula errs in a known direction. Multiply $(\varepsilon f')'=-k^2\varepsilon f$ by $f$ and integrate over the stack. The boundary terms vanish, and
\begin{equation}
k^2=\frac{\int\varepsilon f'^2\,dy}{\int\varepsilon f^2\,dy}.
\end{equation}
For a continuous trial function that vanishes at the gate, this quotient is a weighted mean of the squared mode constants, so it cannot lie below the smallest. Take the profile assumed in the flux balance: $f=1$ in the channel and $f=1+y/t_o$ in the oxide. The numerator is $\varepsilon_o/t_o$ and the denominator is $\varepsilon_ct_c+\varepsilon_ot_o/3$. Inverting the inequality gives
\begin{equation}
\lambda^2\ge\frac{\varepsilon_ct_c+\varepsilon_ot_o/3}{\varepsilon_o/t_o}=\lambda_0^2+\frac{t_o^2}{3}.
\end{equation}
Hence $\lambda_0$ underestimates the slowest decay length of this model, whatever the thicknesses and permittivities. The bound says nothing about the amplitude with which the contact excites that mode.

The flux balance has its own advantage. It gives a differential equation for the whole profile, into which a charge that depends on potential can be inserted, as was done above. The mode calculation gives the decay constant of the linear, uniform problem without approximation, but the amplitude of the slow mode depends on the potential at $x=0$ in both layers and hence on the shape of the contact.

\section{A worked example}

Take relative permittivities $16$ and $4$, $t_c=3$ nm, $t_o=2$ nm, $V_g=-0.5$ V and a fixed positive charge density of $2\times10^{18}$ elementary charges per cm$^3$. These are round model parameters. The simple formula gives
\begin{equation}
\lambda_0=\sqrt{\tfrac{16}{4}\times3\times2}\ \text{nm}=\sqrt{24}\ \text{nm}=4.90\ \text{nm}\quad(92.6\ \text{bohr}),
\end{equation}
and the corrected one
\begin{equation}
\lambda\approx\sqrt{24+\tfrac{9+4}{3}}\ \text{nm}=5.32\ \text{nm}.
\end{equation}
The root of \eqref{eq:tan} is also $5.32$ nm ($100.5$ bohr), which is $8.5\%$ above $\lambda_0$. The small quantities are only moderately small here: $kt_c=0.56$ and $kt_o=0.38$.

A finite-element solution across the layers, which does not use \eqref{eq:tan}, gives the same length. Removing the lateral oxide field from it gives $\lambda^2=27.07$ nm$^2$, against $24+9/3=27$. Suppressing the vertical channel drop instead gives $25.35$ nm$^2$, against $24+4/3=25.33$. With both effects suppressed the value returns to $24.00$ nm$^2$. When the permittivity ratio is raised from $10$ to $100$ at these thicknesses, $\lambda/\lambda_0$ falls from $1.035$ to $1.004$. What \eqref{eq:corr} leaves out of $\lambda^2$ shrinks by a factor of about $9.5$, close to the tenfold fall expected of a term proportional to $1/\lambda_0^2$.

For the potential, the charge density divided by the vacuum permittivity is $0.0362$ V/nm$^2$. Then
\begin{equation}
\phi_\infty=-0.5\ \text{V}+\frac{0.0362\times3\times2}{4}\ \text{V}=-0.446\ \text{V}.
\end{equation}
The neglected rise adds $0.0362\times9/(3\times16)=0.007$ V, so the true average is $-0.439$ V.

The full two-dimensional Poisson equation was solved for a metal filling $x<0$, $y>0$, with the oxide continuing beneath it. Between $x=10$ and $25$ nm the deviation decays with a length of $5.32$ nm, in agreement with the mode calculation. The averaged potentials are:
\begin{center}
\begin{tabular}{ccc}
$x$ (nm) & two-dimensional (V) & equation \eqref{eq:profile} (V)\\
2 & $-0.138$ & $-0.149$\\
5 & $-0.268$ & $-0.285$\\
10 & $-0.372$ & $-0.388$\\
20 & $-0.429$ & $-0.438$
\end{tabular}
\end{center}
The simple profile is too negative at each of these points, for two reasons: its decay length is too short, and its far potential is too low by $0.007$ V. The largest difference is $0.018$ V, or $4.1\%$ of the total step of $0.439$ V. The slow mode, extrapolated back to $x=0$, has $1.000$ times the contact step. Starting the exponential at the full step is therefore a good choice in this example, although the derivation does not guarantee it for other thicknesses and permittivities or for another contact shape.

Far outside the window \eqref{eq:window} the discrepancy is large. Keep the permittivities but take $t_c=0.6$ nm and $t_o=100$ nm. The second quantity in \eqref{eq:window} is then $(4/16)(100/0.6)\approx42$. The simple formula gives $15.5$ nm, whereas the model has $\lambda=65$ nm, a factor of $4.2$ more and close to $2t_o/\pi\approx64$ nm. This is the decay length far from the contact. For the contact shape used above and no fixed charge, the slow mode carries only about $0.68$ of the step, and the disturbance falls to $1/e$ at about $43$ nm. Exchanging the two thicknesses gives the same pair of lengths, as the symmetry of \eqref{eq:tan} requires. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
channel, oxide relative permittivity: 16, 4
channel, oxide thickness: 3.0, 2.0 nm
effective gate potential: -0.50 V
fixed charge density: 2.0e+18 cm^-3
charge density / vacuum permittivity: 0.03619 V/nm^2
lam0 (simple formula): 4.8990 nm = 92.58 bohr
lam with thickness correction: 5.3229 nm
lam from tangent equation: 5.3166 nm = 100.47 bohr
lam from finite elements: 5.3166 nm
lam from 2D Poisson solution: 5.3168 nm
exact lam / lam0: 1.0852
k*t_c, k*t_o at exact root: 0.5643, 0.3762
lam0^2: 24.0000 nm^2
lam^2, no lateral oxide field: 27.0687 nm^2
lam^2, no vertical channel drop: 25.3479 nm^2
lam^2, neither effect: 24.0003 nm^2
lam, double gate, channel 6.0 nm: 5.3165 nm
permittivity ratio 10: lam/lam0 1.03525, remainder -0.02914 nm^2
permittivity ratio 100: lam/lam0 1.00360, remainder -0.00308 nm^2
equal permittivities: lam 3.1831 nm, lam0 2.4495 nm
t_c 0.6 nm, t_o 100.0 nm: lam0 15.49 nm, lam 65.19 nm, ratio 4.21
t_c 100.0 nm, t_o 0.6 nm: lam0 15.49 nm, lam 65.19 nm, ratio 4.21
long-channel potential, simple: -0.4457 V
long-channel potential, exact mean: -0.4389 V
prefactor of slow decay in 2D / contact step: 1.0001
x 2 nm: mean potential 2D -0.1377 V, 1D -0.1494 V
x 5 nm: mean potential 2D -0.2675 V, 1D -0.2851 V
x 10 nm: mean potential 2D -0.3720 V, 1D -0.3878 V
x 20 nm: mean potential 2D -0.4287 V, 1D -0.4382 V
largest 1D-2D difference: 0.0178 V (4.1 % of step)
\end{verbatim}
